# The resistance-capacitance time constant of high-field ionic conduction in oxide films

## A leaky slab

Take a slab of thickness $L$ and permittivity $\varepsilon$ between two electrodes, and let it conduct by Ohm's law, $i=\sigma E$, where $i$ is current per unit area and $E=V/L$ is the field. For unit area the resistance is $R=V/i=L/\sigma$ and the capacitance is $C=\varepsilon/L$. Their product is

$$\tau=RC=\frac{L}{\sigma}\,\frac{\varepsilon}{L}=\frac{\varepsilon}{\sigma}.$$

A slab twice as thick has twice the resistance and half the capacitance, so the thickness cancels.

An anodic oxide film does not obey Ohm's law: its ionic current rises exponentially with field. A small disturbance, however, sees only the local slope $di/dE$, which takes the place of $\sigma$. For an exponential law this slope is proportional to the current itself, and the time constant becomes inversely proportional to the steady current.

## The conduction law

An ion of charge $ze$ hops over a barrier of height $W$, and the barrier top lies a distance $a$ from the starting site. The field lowers the barrier by $zeaE$ for hops along the field and raises it by the same amount for hops against it. The net current is the difference of the two rates:

$$i=i_0\left(e^{BE}-e^{-BE}\right)=2i_0\sinh(BE),\qquad B=\frac{zea}{kT}.$$

The prefactor $i_0$ contains the carrier density, the attempt frequency and the factor $e^{-W/kT}$. Differentiation gives

$$\frac{di}{dE}=2i_0B\cosh(BE)=Bi\coth(BE).$$

When $BE\gg1$, backward hops are negligible, $\coth(BE)\to1$, and

$$i\simeq i_0e^{BE},\qquad \frac{di}{dE}\simeq Bi. \tag{1}$$

This is the high-field regime. Outside it, the true differential resistance is $\tanh(BE)$ times the high-field value. At $BE=1$ that factor is 0.76, so the high-field formula is then too large by about a third.

## Resistance and capacitance at fixed thickness

Let the film carry a steady ionic current $i$, and change its voltage by a small $\delta V$ at fixed $L$. Then $\delta E=\delta V/L$, and by (1)

$$\delta i=Bi\,\delta E=\frac{Bi}{L}\,\delta V
\quad\Rightarrow\quad R=\frac{\delta V}{\delta i}=\frac{L}{Bi}. \tag{2}$$

This is a differential resistance, not the ratio $V/i$. Since $V/i=EL/i$, the ratio $V/i$ is larger than $R$ by the factor $BE$.

For the capacitance, take $V$ as the potential of the metal relative to the outer face of the oxide. By Gauss's law the metal carries the charge $\varepsilon E=\varepsilon V/L$ per unit area, so $C=\varepsilon/L$. The external current density $J$ brings charge to the metal and the ionic current removes it:

$$\varepsilon\frac{dE}{dt}=J-i(E). \tag{3}$$

The thickness is absent from (3). Write $J=i+\delta J$, where $i$ is now the steady value, and use $i(E+\delta E)\simeq i+Bi\,\delta E$:

$$\varepsilon\frac{d\,\delta E}{dt}=\delta J-Bi\,\delta E .$$

For a current step $\delta J$ applied at $t=0$, with $\delta E(0)=0$, the solution is

$$\delta V(t)=L\,\delta E(t)=R\,\delta J\left(1-e^{-t/\tau}\right),\qquad
\boxed{\tau=RC=\frac{\varepsilon}{Bi}} \tag{4}$$

The first neglected term in the current is $i(B\delta E)^2/2$. Relative to the linear term it is $B\delta E/2$, so (4) requires $B|\delta E|\ll1$.

The product $i\tau=\varepsilon/B$ has a direct meaning. A field change of $1/B$ multiplies the current by $e$, and it requires the electrode charge to change by $\varepsilon/B$. In the steady state the external current brings charge to the electrode at the rate $i$ and the ionic current removes it at the same rate, so the time scale is $\varepsilon/(Bi)$.

## Numbers for a barrier film

The parameters are rough round values: relative permittivity 10, $B=4.0$ cm/MV, $i_0=10^{-15}$ A/cm², $L=20$ nm, $T=300$ K and $i=1.0$ mA/cm². The current is $10^{12}$ times $i_0$, so

$$BE=\ln 10^{12}=27.63,\qquad E=\frac{27.63}{4.0}=6.91\ \text{MV/cm}.$$

The film voltage is $EL=13.8$ V, and the high-field condition is well met. From (2),

$$R=\frac{2.0\times10^{-6}\ \text{cm}}{(4.0\times10^{-6}\ \text{cm/V})(1.0\times10^{-3}\ \text{A/cm}^2)}=500\ \Omega\,\text{cm}^2 .$$

With $C=0.443$ µF/cm² this gives $\tau=500\times0.443$ µs $=0.221$ ms. The charge $i\tau$ is 0.221 µC/cm².

The nonlinear equation was also integrated in time after a current step of 0.1 percent, and the time to cover all but $1/e$ of the voltage change was read off:

| $L$ (nm) | $i$ (mA/cm²) | simulated (ms) | $\varepsilon/(Bi)$ (ms) |
|---|---|---|---|
| 10 | 1 | 0.2212 | 0.2214 |
| 100 | 1 | 0.2212 | 0.2214 |
| 20 | 0.1 | 2.212 | 2.214 |
| 20 | 0.001 | 221.2 | 221.4 |

The small common difference comes from the finite step, as derived below.

## Equal current is not equal voltage

The independence of thickness holds between films that carry the same current. If two films have the same voltage instead, the thicker one has the lower field and a much smaller current. With $i=i_0e^{BV/L}$,

$$\frac{\tau_2}{\tau_1}=\frac{i_1}{i_2}=\exp\left[BV\left(\frac1{L_1}-\frac1{L_2}\right)\right].$$

For $L_1=20$ nm and $L_2=22$ nm at 13.8 V the exponent is $27.63\,(1-20/22)=2.51$, and the ratio is 12.3. A thickness increase of 10 percent at fixed voltage thus lengthens $\tau$ from 0.221 ms to 2.7 ms. All of this change acts through the current.

## The impedance arc

For disturbances proportional to $e^{j\omega t}$ the parallel elements give

$$\frac1Z=\frac1R+j\omega C\quad\Rightarrow\quad Z=\frac{R}{1+j\omega\tau},\qquad
-\operatorname{Im}Z=R\,\frac{\omega\tau}{1+\omega^2\tau^2}.$$

With $x=\omega\tau$, the derivative of $x/(1+x^2)$ is $(1-x^2)/(1+x^2)^2$, so the maximum lies at $\omega=1/\tau$. Here that is $1/(2\pi\tau)=719$ Hz. At fixed current a thicker film has a larger arc, since $R\propto L$, with its peak at the same frequency. A constant resistance in series shifts the arc along the real axis and leaves the peak frequency unchanged.

## A voltage step through a series resistance

Suppose a source of voltage $U$ drives the film through a resistance $R_s$, for instance that of the electrolyte. Then $J=(U-V)/R_s$. After $U$ has been stepped and is constant, let $\delta V$ be the deviation from the new steady voltage. Then

$$C\frac{d\,\delta V}{dt}=-\frac{\delta V}{R_s}-\frac{\delta V}{R}
\quad\Rightarrow\quad \tau_V=\frac{C}{1/R+1/R_s}=\frac{\tau}{1+R/R_s}.$$

This does depend on thickness, because $R=L/(Bi)$ while $R_s$ is fixed. With $R_s=10$ Ω cm² and the current held at 1 mA/cm², $R/R_s=50$ for 20 nm and 250 for 100 nm. The response times are 4.3 µs and 0.88 µs. As $R_s\to\infty$ the source becomes a current source and $\tau_V\to\tau$.

## Large current steps

Equation (3) can be solved in the high-field regime without linearising. Let $J$ be constant after the step, and define $u=i/J$ and $\tau_J=\varepsilon/(BJ)$. Since $di/dt=Bi\,dE/dt$,

$$\frac{du}{dt}=Bu\,\frac{dE}{dt}=\frac{Bu}{\varepsilon}(J-Ju)=\frac{u(1-u)}{\tau_J}.$$

Set $q=1/u-1$. Then

$$\frac{dq}{dt}=-\frac1{u^2}\frac{du}{dt}=-\frac{1-u}{u\,\tau_J}=-\frac{q}{\tau_J},\qquad q(t)=q(0)\,e^{-t/\tau_J}.$$

The quantity $q$ decays exponentially for a step of any size, with the time constant of the final current. If the ionic current starts at a tenth of its final value, $q(0)=9$. It reaches half the final value when $q=1$, after $\tau_J\ln9=2.197\times0.2214=0.486$ ms. Direct integration gives the same time.

The same solution explains the small difference in the table. Let $w=-\ln u$, which is $B$ times the remaining field change, so that $q=e^w-1$. The time for $w$ to fall from $w_0$ to $w_0/e$ is

$$t=\tau_J\ln\frac{e^{w_0}-1}{e^{w_0/e}-1}\simeq\tau_J\left[1+\frac{w_0}{2}\left(1-\frac1e\right)\right].$$

Here $w_0=\ln1.001\simeq0.001$, and $\tau_J\simeq\tau(1-w_0)$ because the final current is the larger one. Together $t\simeq\tau(1-0.68\,w_0)$, a shortening of 0.07 percent relative to $\tau$. This is the difference between the two columns.

## Films with an uneven static field

Divide the film into slices with different prefactors $i_k=a_ke^{BE_k}$, but with the same $B$ and $\varepsilon$. In the steady state every slice carries the same current $i$, so the fields differ. The slopes do not: $di_k/dE_k=Bi_k=Bi$. Each slice therefore obeys

$$\varepsilon\frac{d\,\delta E_k}{dt}=\delta J-Bi\,\delta E_k .$$

Starting from the steady state, all $\delta E_k$ stay equal. The charge between neighbouring slices, proportional to the difference of their fields, does not change, and the whole film relaxes with $\tau=\varepsilon/(Bi)$. A simulated film of eight slices with fields spread over 1.5 MV/cm relaxed in 0.221 ms.

The argument assumes that the $a_k$, which contain the carrier densities, stay frozen during the disturbance. If the ratio $\varepsilon/B$ varies between slices, the slices have different time constants and a single exponential is no longer expected.

## When may the thickness be treated as fixed?

The ionic current also builds oxide. Let $\kappa$ be the oxide volume formed per unit charge, and let a constant dissolution rate $\kappa i$ balance growth in the steady state. Now $L$ responds to the disturbance. Varying $E=V/L$ and the growth law gives

$$\delta E=\frac{\delta V}{L}-\frac{V}{L^2}\delta L=\frac{\delta V-E\,\delta L}{L},\qquad
j\omega\,\delta L=\kappa\,\delta i=\kappa Bi\,\delta E .$$

Solve the first relation for $\delta V$, insert the second, and take $\delta J$ from (3):

$$\delta V=L\,\delta E+E\,\delta L=\left(L+\frac{\kappa EBi}{j\omega}\right)\delta E,\qquad
\delta J=(Bi+j\omega\varepsilon)\,\delta E .$$

Dividing the two, and then numerator and denominator by $Bi$, gives

$$Z=\frac{R+\kappa E/(j\omega)}{1+j\omega\tau}
=\frac{\kappa E}{j\omega}+\frac{R-\kappa E\tau}{1+j\omega\tau}. \tag{5}$$

The second form follows from $1/[x(1+x\tau)]=1/x-\tau/(1+x\tau)$ with $x=j\omega$. In this model the relaxation term keeps the time constant $\tau$. Growth adds a capacitive branch at low frequency and shrinks the arc by the fraction

$$\frac{\kappa E\tau}{R}=\frac{\kappa\varepsilon E}{L}.$$

Here $\kappa\varepsilon E$ is the thickness of oxide that the electrode charge $\varepsilon E$ could form. Treating $L$ as fixed is justified when this is much smaller than $L$, at frequencies well above the growth branch.

With $\kappa=6\times10^{-5}$ cm³/C the fraction is $1.8\times10^{-4}$. The growth branch equals $R$ in magnitude at 0.13 Hz, far below 719 Hz. As a test of (5), a sinusoidal voltage of amplitude $B\,\delta V/L=0.01$ was applied to the nonlinear film with $\kappa$ enlarged to make the fraction 0.3. At $\omega\tau=0.5$, 1 and 2 the impedance differed from (5) by at most about $6\times10^{-6}$ relative to its magnitude. This remainder comes from the nonlinearity and grows as the square of the amplitude.

Without dissolution and at constant current, the film thickens and its voltage rises, but (3) still contains no $L$. Its field has a steady value and relaxes towards it with the same $\tau$. The growth rate in the example is then 0.60 nm/s, or about $10^{-4}$ nm during one time constant.

## Other current-field laws and temperature

For any law $i=f(E)$ with a uniform field, the linearisation gives $\tau=\varepsilon/f'(E)$. Since $i$ fixes $E$ on a rising curve, $\tau$ is still independent of thickness at equal current. Strict proportionality to $1/i$, however, requires a constant $B$. Suppose instead that

$$\ln\frac{i}{i_r}=Bx-\gamma x^2,\qquad x=E-E_r,$$

where $r$ marks the reference state at 1 mA/cm². The logarithmic slope is $s=B-2\gamma x$, and squaring it gives $s^2=B^2-4\gamma\ln(i/i_r)$. With $\gamma=0.05$ cm²/MV² and $i=1$ µA/cm²,

$$s=\sqrt{16+0.2\times6.91}=4.17\ \text{cm/MV}.$$

The product $i\tau=\varepsilon/s$ is then 4 percent smaller than at the reference, after a thousandfold change of current. This $\gamma$ is only an illustration, not the value for a particular oxide. With $\gamma=0.3$ cm²/MV² the same formula gives $s=4.93$ cm/MV, and $i\tau$ is 19 percent smaller. With such a law an uneven static field also makes the slopes uneven: for fields spread over 1.5 MV/cm and $\gamma=0.3$ cm²/MV² the slice time constants range from 0.90 to 1.13 times $\tau$.

For the hopping law, $\tau=\varepsilon kT/(zea\,i)$. At fixed current and permittivity, a bath at 360 K instead of 300 K lengthens $\tau$ by the factor 1.20. This factor belongs to a barrier that the field lowers linearly. If the barrier has a quadratic term, as in the curved law above, the hotter film carries the same current at a lower field, where the slope is steeper. The factor is then smaller, and a strong curvature can cancel it. At fixed field the current itself would change through $i_0$ and $B$, and $\tau$ with it.

## The model beside real barrier films

The parameters lie in the regime of barrier anodising of valve metals for electrolytic capacitors, where fields of several MV/cm and growth of one to two nanometres per volt are typical in rough terms. The example gives $20/13.8=1.4$ nm/V. Some valve-metal oxides have permittivities well above 10, and at equal $B$ and current $\tau$ rises in proportion. The chosen $B$ corresponds to $a=0.34$ nm for $z=3$, which is long for the distance from a site to a barrier top, so $a$ is best read as an effective length. The assumption most open to doubt is that of frozen carriers. A uniform net charge density $\rho$ changes the field across the film by $\rho L/\varepsilon$, and $B\rho L/\varepsilon=1$ already at $7\times10^{17}$ elementary charges per cm³. If such charge responds during the disturbance, (4) need not hold, and the present model does not give the size of the change. If the prefactor adjusts slowly compared with $\tau$, the $B$ in (4) is the slope of $\ln i$ just after a field step, which need not equal the slope of the steady current-field curve. As an illustration, let the stepped slope be half the steady one. The arc then peaks near half the frequency computed from the steady slope, the voltage overshoots after a current step, and an inductive loop appears at low frequency.

The other neglected effects can be sized for the 20 nm film.

- **Electron tunnelling.** Electronic leakage adds its own slope to $Bi$ and so shortens $\tau$. A rough Fowler–Nordheim estimate with a 3 eV barrier and 0.4 electron masses gives $5\times10^{-7}$ A/cm², and a slope $6\times10^{-4}$ of the ionic one. It treats the emitting side as a metal, which an electrolyte is not. The tunnelling exponent is about 32, so the result is very sensitive to the inputs: with a barrier of 2.5 eV the electronic slope is already as large as the ionic one. In this estimate the electronic slope stays below 1 percent of the ionic one for barriers above about 2.8 eV. The limit drops to about 2 eV for the free-electron mass, or for a field of 4.5 MV/cm at the same $Bi$. Since the emitter is modelled as a metal, these limits do not decide whether a given oxide leaks in an electrolyte.
- **Breakdown.** The field is 0.69 of an assumed breakdown field of 10 MV/cm. That value is only a rough input, and the model contains no breakdown.
- **Double layer.** With a rough 20 µF/cm² in series, a given charge changes the double-layer voltage by 2 percent of the film's voltage change. Under current control this adds to the measured voltage without altering the film's own relaxation. It does move the peak of the measured arc, and more so for thin films. Taken as a pure series capacitance, it lowers the peak frequency by about 4.5 percent at 20 nm and 1 percent at 100 nm. A pure capacitance cannot pass the steady current, so the interface also has a transfer resistance. If this is $kT/(\alpha e i)$ with $\alpha$ between 1 and 0.5, it is 5 to 10 percent of $R$ at 20 nm and its time constant is 2 to 5 times $\tau$. The peak then drops by 2.5 to 4 percent, and the $1/e$ time of the measured voltage after a current step lengthens by 4 to 12 percent at 20 nm and by 1 to 2.5 percent at 100 nm.
- **Joule heating.** The power is 13.8 mW/cm². With a rough heat-transfer coefficient of 0.05 W/(cm² K) the film warms by 0.28 K, which for the hopping law lengthens $\tau$ by 0.09 percent at fixed current. A disturbance slow enough for the temperature to follow also changes the heating. For an assumed barrier $W=1.5$ eV this lowers the dc differential resistance by about 3 percent. At $\omega=1/\tau$ on an aluminium substrate the effect is only of order $10^{-5}$.

The numerical output lists the base estimates with their inputs.

## Computed values

```
INPUTS (rough round values)
relative permittivity: 10
field coefficient B: 4.0 cm/MV
current prefactor I0: 1.0e-15 A/cm2
oxide volume per charge: 6.0e-05 cm3/C
thickness: 20 nm; temperature: 300 K
steady ionic current: 1.0 mA/cm2
STEADY STATE AND TIME CONSTANT
field: 6.908 MV/cm; B*E: 27.63
film voltage: 13.82 V
activation length for charge number 3: 0.345 nm
R formula: 500.00, finite difference: 500.00 ohm cm2
C: 0.4427 uF/cm2
tau formula: 0.2214 ms
charge i*tau = eps/B: 0.2214 uC/cm2
impedance peak frequency: 719.0 Hz
true R / high-field R at B*E = 1: 0.7616
SIMULATED RELAXATION, CURRENT CONTROL
L 10 nm, i 1 mA/cm2: simulated 0.2212 ms, formula 0.2214 ms
L 20 nm, i 1 mA/cm2: simulated 0.2212 ms, formula 0.2214 ms
L 100 nm, i 1 mA/cm2: simulated 0.2212 ms, formula 0.2214 ms
L 20 nm, i 0.1 mA/cm2: simulated 2.2120 ms, formula 2.2135 ms
L 20 nm, i 0.001 mA/cm2: simulated 221.2034 ms, formula 221.3547 ms
same voltage, 22 nm: i 0.0811 mA/cm2, tau 2.727 ms, ratio 12.33
uneven film, field spread 1.50 MV/cm: tau 0.2212 ms
large step, 0.1 to 0.5 of final current: 0.4864 ms
voltage control, series resistance 10 ohm cm2: 4.340 us at 20 nm, 0.882 us at 100 nm
MOVING THICKNESS
growth fraction in impedance test: 0.3; worst relative error: 6.0e-06
growth fraction kappa*eps*E/L in example: 1.83e-04
growth rate without dissolution: 0.60 nm/s
growth branch equals R at: 0.132 Hz
NEGLECTED EFFECTS (rough estimates)
tunnel barrier 3.0 eV, mass 0.4 m_e, exponent 32.50
tunnel current: 4.72e-07 A/cm2; slope relative to ionic slope: 5.89e-04
field / rough breakdown field of 10 MV/cm: 0.69
curvature 0.05 cm2/MV2: change of i*tau at 1 uA/cm2: -4.06 %
net charge density giving B*(field change) = 1: 6.91e+17 cm^-3
film C / double-layer C of 20 uF/cm2: 0.0221
Joule heat: 13.82 mW/cm2; heat transfer 0.05 W/(cm2 K); warming 0.28 K
tau change by this warming at fixed i: 0.092 %
tau(360 K)/tau(300 K) at fixed i: 1.2000
```
